**Thermal radiative lifetimes of excitons in a well and a wire**

For $k_BT\gg E_1$, the program tests the radiative rates $\frac43f\Gamma_2E_1/k_BT$ in a well and $\frac43f\Gamma_1\sqrt{E_1/\pi k_BT}$ in a wire. Here $E_1$ is the exciton kinetic energy at the light-cone edge and $f$ is the bright fraction. $\Gamma_2$ and $\Gamma_1$ are the zero-wavevector population decay rates, for an in-plane dipole in the well and an axial dipole in the wire. The program asserts the point-dipole rate against a sum over photon modes, and the wavevector-dependent rates against summed classical dipole fields. Quadrature tests the thermal prefactors, powers of temperature and first corrections; free-energy minimisation tests the ionised fraction, and diagonalisation of rate equations tests the cone-depletion formula. At 20 K the laws give 229 ps for the well and 485 ps for the wire. With a 4 ps scattering time, cone depletion raises the equilibrium averages by 73 % in the well and 5.6 % in the wire.

## Numerical verification

```python
"""
Result under test: thermalised excitons with k_B T >> E1 have radiative rates
  well: (4/3) f G2 E1/(k_B T)              -> lifetime proportional to T
  wire: (4/3) f G1 sqrt(E1/(pi k_B T))     -> lifetime proportional to sqrt(T)
k0 = photon wavevector in the medium, E1 = hbar^2 k0^2/(2M), M = exciton mass,
f = bright fraction of spin states, G2 and G1 = population decay rates at K = 0
(in-plane dipole in the well, dipole along the axis in the wire).
x = E1/(k_B T), s = K/k0, u = sqrt(1-s^2). Internal units are SI.
Model: uniform dielectric, parabolic lowest band, four spin states, two bright.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn, j0, j1

hbar, kB, e = const.hbar, const.k, const.e
nm, meV, ps = 1e-9, 1e-3 * const.e, 1e-12

# Round model inputs
photon_energy = 1.55 * e
index = 3.5
m_e, m_h = 0.07 * const.m_e, 0.18 * const.m_e
dipole_length = 0.5 * nm
radius = 10 * nm
density = {2: 1e10 * 1e4, 1: 1e4 * 1e2}       # per m^2, per m
binding = {2: 10 * meV, 1: 15 * meV}
subband_gap = 10 * meV
dark_splitting = 0.1 * meV
scattering_time = 4 * ps
T_main = 20.0
bright_fraction = 0.5
name = {2: "well", 1: "wire"}

M = m_e + m_h
m_r = m_e * m_h / M
eps = const.epsilon_0 * index**2
v = const.c / index
k0 = photon_energy / (hbar * v)
E1 = (hbar * k0)**2 / (2 * M)
d2 = (e * dipole_length)**2
# Normalised relative wavefunctions exp(-r/a) in two and one dimensions
contact = {2: 2 / (np.pi * radius**2), 1: 1 / radius}
G = {2: d2 * contact[2] * k0 / (eps * hbar),
     1: d2 * contact[1] * k0**2 / (2 * eps * hbar)}


def point_rate(dipole_squared):
    return dipole_squared * k0**3 / (3 * np.pi * eps * hbar)


# Test: point-dipole rate from an explicit sum over photon modes in a box.
# The smeared energy delta function gives a bias near 0.1 percent.
modes, smear = 40.0, 0.8
m = np.arange(-46, 47)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij", sparse=True)
mm = np.sqrt(mx**2 + my**2 + mz**2)
mm[mm == 0] = 1e-9
box = 2 * np.pi * modes / k0
delta = np.exp(-(mm - modes)**2 / (2 * smear**2)) / (smear * np.sqrt(2*np.pi))
delta *= box / (2 * np.pi * hbar * v)
omega = v * 2 * np.pi * mm / box
golden = 2 * np.pi / hbar * np.sum(
    hbar * omega / (2 * eps * box**3) * d2 * (1 - mz**2 / mm**2) * delta)
mode_error = abs(golden / point_rate(d2) - 1)
assert mode_error < 3e-3

# Test: collective decay from classical dipole fields summed over sheet or line.
# Gaussian damping of the distant field smears K by 0.02 k0.
dx = 0.01
r = (np.arange(32000) + 0.5) * dx
damp = np.exp(-0.5 * (0.02 * r)**2)
A = spherical_jn(0, r) - spherical_jn(1, r) / r
B = spherical_jn(2, r)
field_error = 0.0
for s in (0.1, 0.35, 0.6, 1.3):
    inside = s < 1
    u = np.sqrt(1 - s*s) if inside else 1.0
    pre2 = point_rate(d2) * contact[2] / k0**2 * 2 * np.pi * 1.5
    ratio = j1(s * r) / (s * r)
    trans = pre2 * np.sum(r * damp * (A * j0(s*r) + B * ratio)) * dx
    longi = pre2 * np.sum(r * damp * (A * j0(s*r) + B * (j0(s*r) - ratio))) * dx
    pre1 = point_rate(d2) * contact[1] / k0 * 2 * 1.5
    along = pre1 * np.sum(damp * (A + B) * np.cos(s*r)) * dx
    across = pre1 * np.sum(damp * A * np.cos(s*r)) * dx
    expected = [G[2] / u, G[2] * u, G[1] * (1 - s*s), G[1] * (1 + s*s) / 2]
    scales = [G[2], G[2], G[1], G[1]]
    for got, want, scale in zip((trans, longi, along, across), expected, scales):
        error = abs(got - want * inside) / scale
        field_error = max(field_error, error)
        assert error < 4e-3

nodes, node_weights = np.polynomial.legendre.leggauss(80)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2


def cone_states(dim, x):
    """Thermal weights and rates/G of bright cone states, two polarisations."""
    if dim == 2:
        measure = nodes * np.exp(-x * (1 - nodes**2))
        norm = quad(lambda s: s * np.exp(-x*s*s), 0, 12/np.sqrt(x),
                    epsabs=0, epsrel=1e-11)[0]
        rates = [1 / nodes, nodes]
    else:
        measure = np.exp(-x * nodes**2)
        norm = quad(lambda s: np.exp(-x*s*s), 0, 12/np.sqrt(x),
                    epsabs=0, epsrel=1e-11)[0]
        rates = [1 - nodes**2, (1 + nodes**2) / 2]
    w = node_weights * measure / norm / 4
    return np.concatenate([w, w]), np.concatenate(rates)


def full_rate(dim, x):
    w, g = cone_states(dim, x)
    return G[dim] * np.sum(w * g)


def law_rate(dim, x):
    shape = x if dim == 2 else np.sqrt(x / np.pi)
    return 4 / 3 * bright_fraction * G[dim] * shape


def exponent(dim, x):
    h = 1e-3
    return np.log(full_rate(dim, x*np.exp(-h))
                  / full_rate(dim, x*np.exp(h))) / (-2*h)


# Tests: prefactors, first corrections, powers of T, thermal-wavelength reading
correction = {2: 3 / 5, 1: 3 / 10}
for dim in (2, 1):
    x = 1e-3
    assert abs(full_rate(dim, x) / law_rate(dim, x) - 1) < 1e-3
    measured = (1 - full_rate(dim, x) / law_rate(dim, x)) / x
    assert abs(measured - correction[dim]) < 2e-3
    assert abs(exponent(dim, x) - dim / 2) < 2e-3
    x = 1e-6
    T = E1 / (kB * x)
    wavelength = const.h / np.sqrt(2 * np.pi * M * kB * T)
    effective = d2 * contact[dim] * wavelength**dim
    assert abs(full_rate(dim, x) /
               (bright_fraction * point_rate(effective)) - 1) < 1e-5
w, g = cone_states(1, 1e-6)
half = len(w) // 2
assert abs(np.sum(w[:half]*g[:half]) / np.sum(w[half:]*g[half:]) - 1) < 1e-5
# Cold equilibrium limit: the well rate saturates instead of growing as 1/T
assert abs(full_rate(2, 200.0) / (bright_fraction * G[2]) - 1) < 1e-2


def ionised_fraction(dim, T):
    """Mass-action law for free electrons, free holes and 1s excitons."""
    q = (m_r*kB*T / (2*np.pi*hbar**2))**(dim/2)
    q *= np.exp(-binding[dim] / (kB*T)) / density[dim]
    return (-q + np.sqrt(q*q + 4*q)) / 2


def free_energy(a, dim, T):
    n = density[dim]
    z = [spin * (mass*kB*T / (2*np.pi*hbar**2))**(dim/2)
         for spin, mass in ((2, m_e), (2, m_h), (4, M))]
    return (a*(np.log(n*a/z[0]) - 1) + a*(np.log(n*a/z[1]) - 1)
            + (1-a)*(np.log(n*(1-a)/z[2]) - 1 - binding[dim]/(kB*T)))


for dim in (2, 1):
    best = minimize_scalar(free_energy, bounds=(1e-8, 1-1e-8),
                           args=(dim, T_main), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.x - ionised_fraction(dim, T_main)) < 1e-5

# Test: depletion formula against the slowest mode of a kinetic equation in which
# scattering restores the thermal distribution over all momenta and spins.
x_main = E1 / (kB * T_main)
depleted = {}
for dim in (2, 1):
    w, g = cone_states(dim, x_main)
    gamma = G[dim] * g
    formula = np.sum(w * gamma / (1 + gamma * scattering_time))
    weights = np.append(w, 1 - np.sum(w))
    losses = np.append(gamma, 0) * scattering_time
    kinetic = np.outer(weights, np.ones(len(weights)))
    kinetic -= np.diag(1 + losses)
    slow = -np.max(np.linalg.eigvals(kinetic).real) / scattering_time
    assert abs(formula / slow - 1) < 0.03
    assert slow < full_rate(dim, x_main)
    depleted[dim] = 1 / slow

print(f"Inputs: E0 = {photon_energy/e:.2f} eV, index = {index:.1f}")
print(f"Masses: electron {m_e/const.m_e:.2f}, hole {m_h/const.m_e:.2f}, "
      f"exciton {M/const.m_e:.2f} m0")
print(f"Dipole length {dipole_length/nm:.2f} nm, radius {radius/nm:.1f} nm")
print(f"Bright fraction f = {bright_fraction:.2f}")
print(f"Photon wavevector k0 = {k0*nm:.5f} 1/nm")
print(f"Cone-edge energy E1 = {E1/meV:.4f} meV; E1/kB = {E1/kB:.3f} K")
print(f"Contact density: well {contact[2]*nm**2:.6f} 1/nm^2, "
      f"wire {contact[1]*nm:.3f} 1/nm")
for dim in (2, 1):
    print(f"{name[dim]}: K=0 rate {G[dim]*ps:.5f} 1/ps, "
          f"lifetime {1/G[dim]/ps:.2f} ps, width {hbar*G[dim]/meV:.5f} meV")
lam = const.h / np.sqrt(2*np.pi*M*kB*T_main)
print(f"At {T_main:.0f} K: kB T = {kB*T_main/meV:.4f} meV, "
      f"x = {x_main:.5f}, thermal wavelength = {lam/nm:.2f} nm")
for dim in (2, 1):
    w, g = cone_states(dim, x_main)
    print(f"{name[dim]} at {T_main:.0f} K: share with K<k0 = "
          f"{200*np.sum(w):.2f} %, local exponent = {exponent(dim,x_main):.4f}")
slope2 = 1 / law_rate(2, x_main) / T_main / ps
slope1 = 1 / law_rate(1, x_main) / np.sqrt(T_main) / ps
print(f"Law coefficients: well {slope2:.3f} ps/K, wire {slope1:.2f} ps/K^0.5")
for T in (10., 20., 30., 40.):
    x = E1 / (kB*T)
    for dim in (2, 1):
        a = ionised_fraction(dim, T)
        tau = 1 / full_rate(dim, x)
        print(f"{T:.0f} K {name[dim]}: law {1/law_rate(dim,x)/ps:.1f} ps, "
              f"full average {tau/ps:.1f} ps, ionised {100*a:.2f} %, "
              f"pair lifetime {tau/(1-a)/ps:.1f} ps")
    print(f"{T:.0f} K: next-subband Boltzmann factor = "
          f"{100*np.exp(-subband_gap/(kB*T)):.3f} %")
print(f"Densities: well {density[2]/1e4:.1e} 1/cm^2, "
      f"wire {density[1]/1e2:.1e} 1/cm")
print(f"Binding energies: well {binding[2]/meV:.1f} meV, "
      f"wire {binding[1]/meV:.1f} meV")
print(f"Next-subband gap = {subband_gap/meV:.1f} meV")
for dim in (2, 1):
    print(f"{name[dim]} at {T_main:.0f} K: occupation per state = "
          f"{density[dim]*lam**dim/4:.5f}")
    print(f"{name[dim]} at {T_main:.0f} K: lifetime with depleted cone = "
          f"{depleted[dim]/ps:.1f} ps, increase "
          f"{100*(depleted[dim]*full_rate(dim,x_main)-1):.1f} %")
fraction = 1 / (1 + np.exp(dark_splitting/(kB*T_main)))
print(f"Bright level {dark_splitting/meV:.2f} meV above dark: f = {fraction:.4f}")
print(f"Scattering time {scattering_time/ps:.1f} ps: hbar/time = "
      f"{hbar/scattering_time/meV:.4f} meV, over kB T = "
      f"{hbar/scattering_time/(kB*T_main):.4f}")
print(f"Photon-mode sum: relative error = {mode_error:.2e}")
print(f"Dipole-field sums: largest error over K=0 rate = {field_error:.2e}")
print("all assertions hold")
```

Running it gives:

```
Inputs: E0 = 1.55 eV, index = 3.5
Masses: electron 0.07, hole 0.18, exciton 0.25 m0
Dipole length 0.50 nm, radius 10.0 nm
Bright fraction f = 0.50
Photon wavevector k0 = 0.02749 1/nm
Cone-edge energy E1 = 0.1152 meV; E1/kB = 1.337 K
Contact density: well 0.006366 1/nm^2, wire 0.100 1/nm
well: K=0 rate 0.09820 1/ps, lifetime 10.18 ps, width 0.06463 meV
wire: K=0 rate 0.02120 1/ps, lifetime 47.16 ps, width 0.01396 meV
At 20 K: kB T = 1.7235 meV, x = 0.06684, thermal wavelength = 33.33 nm
well at 20 K: share with K<k0 = 6.47 %, local exponent = 0.9603
wire at 20 K: share with K<k0 = 28.53 %, local exponent = 0.4803
Law coefficients: well 11.428 ps/K, wire 108.46 ps/K^0.5
10 K well: law 114.3 ps, full average 123.7 ps, ionised 0.29 %, pair lifetime 124.1 ps
10 K wire: law 343.0 ps, full average 356.7 ps, ionised 0.05 %, pair lifetime 356.9 ps
10 K: next-subband Boltzmann factor = 0.001 %
20 K well: law 228.6 ps, full average 237.9 ps, ionised 7.13 %, pair lifetime 256.1 ps
20 K wire: law 485.0 ps, full average 494.8 ps, ionised 4.62 %, pair lifetime 518.7 ps
20 K: next-subband Boltzmann factor = 0.302 %
30 K well: law 342.8 ps, full average 352.1 ps, ionised 21.17 %, pair lifetime 446.7 ps
30 K wire: law 594.0 ps, full average 602.0 ps, ionised 19.97 %, pair lifetime 752.2 ps
30 K: next-subband Boltzmann factor = 2.090 %
40 K well: law 457.1 ps, full average 466.3 ps, ionised 35.79 %, pair lifetime 726.2 ps
40 K wire: law 685.9 ps, full average 692.8 ps, ionised 38.77 %, pair lifetime 1131.4 ps
40 K: next-subband Boltzmann factor = 5.496 %
Densities: well 1.0e+10 1/cm^2, wire 1.0e+04 1/cm
Binding energies: well 10.0 meV, wire 15.0 meV
Next-subband gap = 10.0 meV
well at 20 K: occupation per state = 0.02778
well at 20 K: lifetime with depleted cone = 411.8 ps, increase 73.1 %
wire at 20 K: occupation per state = 0.00833
wire at 20 K: lifetime with depleted cone = 522.3 ps, increase 5.6 %
Bright level 0.10 meV above dark: f = 0.4855
Scattering time 4.0 ps: hbar/time = 0.1646 meV, over kB T = 0.0955
Photon-mode sum: relative error = 1.20e-03
Dipole-field sums: largest error over K=0 rate = 9.50e-04
all assertions hold
```
